\section*{The work-function extremum of a square lattice of depolarising adatoms}

\section{Problem}

Adatoms on a metal surface form a square lattice of spacing $a$. The lattice contracts uniformly as atoms are added, so that the coverage, the number of adatoms per area, is $n=1/a^2$ throughout. Each adatom is a point dipole normal to the surface, with moment
\begin{equation}
p=p_0+\alpha E ,
\label{response}
\end{equation}
where $E$ is the normal electric field of all the other adatoms. The bare moment $p_0$ and the normal polarisability $\alpha>0$ do not depend on coverage. A moment is positive when it points away from the metal. The response of an adatom to its own image in the metal is independent of $n$ and is counted as part of $p_0$ and $\alpha$. The fields of the other adatoms' images are left out at first. This is the Topping model.

\begin{enumerate}
\item At what coverage is the work-function change $\Delta\phi$ extremal, and is the extremum unique?
\item What fraction of its bare moment does each dipole keep there?
\item Which assumption fixes this fraction, and what changes it?
\item Evaluate the result for $p_0=0.18\,e\,$nm, $\alpha=0.05\ \mathrm{nm^3}$, a clean work function of 4.5 eV and a closest adatom spacing of 0.52 nm.
\end{enumerate}

The derivation uses Hartree atomic units. The example uses eV and nm, with $\alpha$ given as a volume. The conversion needs one constant, $k=e^2/(4\pi\varepsilon_0)=1.440$ eV nm, which multiplies every electrostatic energy.

\section{First estimate by scaling}

Two effects compete. More adatoms mean more dipoles per area, which increases $|\Delta\phi|$. They also stand closer together, and parallel dipoles side by side weaken one another.

A sheet with dipole density $np$ changes the work function by $-4\pi np$, as derived below. At low coverage $p\approx p_0$, and $|\Delta\phi|$ grows as $n$. The field of a neighbour falls as the inverse cube of distance, so the depolarising field is $Sp/a^3=Spn^{3/2}$ with some number $S$. To estimate $S$, smear the neighbours into a continuum outside a disc of area $a^2$, whose radius is $r_c=a/\sqrt\pi$:
\begin{equation}
\frac{S}{a^3}\approx\frac{1}{a^2}\int_{r_c}^{\infty}\frac{2\pi r\,dr}{r^3}
=\frac{2\pi}{a^2r_c},
\qquad S\approx 2\pi^{3/2}\approx 11.1 .
\end{equation}
At high coverage the induced moment nearly cancels the bare one. Then $\alpha Sn^{3/2}p\approx p_0$, and $|\Delta\phi|$ falls as $n\,n^{-3/2}=n^{-1/2}$. The rising and falling laws cross where $\alpha Sn^{3/2}=1$, which gives
\begin{equation}
n_{\rm est}=(\alpha S)^{-2/3}\approx(0.05\times11.1)^{-2/3}\approx1.5\ \mathrm{nm^{-2}} .
\end{equation}
At the crossing the depolarising term equals the moment itself, so $p_0=2p$, and the estimate for the fraction is one half. With $4\pi k=18.1$ eV nm,
\begin{equation}
\Delta\phi_{\rm est}\approx-18.1\times1.5\times0.09\ \mathrm{eV}\approx-2.4\ \mathrm{eV}.
\end{equation}
Scaling shows that an extremum exists and gives its order of magnitude. It cannot settle the fraction, because the crossing of two asymptotes need not be the extremum of the curve that joins them.

\section{Exact solution of the model}

\subsection{The field of the neighbours}

A dipole $\mathbf p$ produces at displacement $\mathbf r$ the field $[3(\mathbf p\cdot\hat{\mathbf r})\hat{\mathbf r}-\mathbf p]/r^3$. For a normal dipole and an in-plane displacement the scalar product vanishes, and the normal field is $-p/r^3$. All dipoles are equal by symmetry, so
\begin{equation}
E=-\frac{S\,p}{a^3},\qquad
S=\sum_{(i,j)\neq(0,0)}\frac{1}{(i^2+j^2)^{3/2}} .
\end{equation}
The sum converges slowly, but its remainder is easily estimated. Summing over $|i|,|j|\le N$ leaves out the region beyond a square of half-side $L=N+\tfrac12$. In the continuum approximation, eight equal sectors contribute
\begin{equation}
8\int_0^{\pi/4}\!d\theta\int_{L/\cos\theta}^{\infty}\frac{dr}{r^2}
=\frac{8}{L}\int_0^{\pi/4}\!\cos\theta\,d\theta=\frac{4\sqrt2}{L}.
\end{equation}
With $N=150$ the sum and this remainder together give $S=9.0336$. The continuum estimate of 11.1 was 23\% too high.

\subsection{The self-consistent moment}

Inserting the field into Eq.~\eqref{response} gives $p=p_0-\alpha Sn^{3/2}p$, since $a^{-3}=n^{3/2}$. Collecting the terms in $p$,
\begin{equation}
p=\frac{p_0}{1+x},\qquad x=\alpha S n^{3/2}.
\label{moment}
\end{equation}

\subsection{The work-function change}

The laterally averaged potential of a dipole sheet, at height $z>0$ above it, is
\begin{equation}
\int_0^\infty\frac{np\,z}{(r^2+z^2)^{3/2}}\,2\pi r\,dr
=2\pi np\,z\left[-\frac{1}{\sqrt{r^2+z^2}}\right]_0^\infty=2\pi np ,
\end{equation}
and it is $-2\pi np$ below the sheet. The metal adds an image sheet. The image of a normal dipole is parallel to it, so the image sheet contributes $+2\pi np$ everywhere above the surface. Between surface and adatoms the two parts cancel, as they must at the potential of the metal. Outside the adatoms they add to $4\pi np$. An electron has charge $-1$, so its energy outside is lowered by this amount:
\begin{equation}
\Delta\phi=-4\pi np=-4\pi p_0\,\frac{n}{1+x}.
\label{helmholtz}
\end{equation}

\subsection{The extremum}

Since $x\propto n^{3/2}$, we have $n\,dx/dn=\tfrac32x$. The quotient rule gives
\begin{equation}
\frac{d\Delta\phi}{dn}
=-4\pi p_0\,\frac{(1+x)-n\,dx/dn}{(1+x)^2}
=-4\pi p_0\,\frac{1-x/2}{(1+x)^2}.
\end{equation}
The last numerator is positive for $x<2$ and negative for $x>2$, and $x$ grows steadily with $n$. There is therefore one extremum, at $x=2$, and $|\Delta\phi|$ is largest there. From Eq.~\eqref{moment},
\begin{equation}
p=\frac{p_0}{1+2}=\frac{p_0}{3}.
\end{equation}
Each dipole keeps one third of its bare moment, whatever the values of $p_0$ and $\alpha$. For $p_0>0$ the work function has a minimum, for $p_0<0$ a maximum. Solving $\alpha Sn^{3/2}=2$ for the coverage and the spacing, and inserting $p_0/3$ in Eq.~\eqref{helmholtz},
\begin{equation}
n_m=\left(\frac{2}{\alpha S}\right)^{2/3},\qquad
a_m=\left(\frac{\alpha S}{2}\right)^{1/3},\qquad
\Delta\phi_m=-\frac{4\pi}{3}\,p_0n_m .
\label{results}
\end{equation}
The bare moment sets the depth but not the position; the polarisability affects both.

The extremum can be reached if the atoms fit at this spacing. For a closest spacing $b$ the condition $a_m\ge b$ reads $\alpha\ge2b^3/S$. With $b=0.52$ nm this is $\alpha\ge0.031\ \mathrm{nm^3}$. For a smaller polarisability, $|\Delta\phi|$ still rises when the layer is full.

\subsection{Numbers}

With $\alpha S=0.05\times9.034=0.4517\ \mathrm{nm^3}$, Eq.~\eqref{results} gives
\begin{align}
n_m&=(2/0.4517)^{2/3}\ \mathrm{nm^{-2}}=2.70\ \mathrm{nm^{-2}}
=2.70\times10^{14}\ \mathrm{cm^{-2}},\\
a_m&=(0.4517/2)^{1/3}\ \mathrm{nm}=0.609\ \mathrm{nm},\\
\Delta\phi_m&=-18.1\times2.70\times0.06\ \mathrm{eV}=-2.93\ \mathrm{eV}.
\end{align}
The work function falls from 4.5 to about 1.6 eV. Without depolarisation the change at this coverage would be three times as large, $-8.78$ eV. The densest square layer has $3.70\ \mathrm{nm^{-2}}$, so the extremum is within reach.

These values were also obtained without Eqs.~\eqref{moment} and \eqref{results}. The coupled linear equations of 400 dipoles in a periodic $20\times20$ cell were solved at each coverage, and the extremum of $-4\pi knp/e$ was located by numerical search. The search ended at $n=2.6965\ \mathrm{nm^{-2}}$ with $p/p_0=0.33333$. The same cell gives:

\begin{center}
\begin{tabular}{ccc}
$n$ (nm$^{-2}$) & $p/p_0$ & $\Delta\phi$ (eV)\\
0.50 & 0.862 & $-1.40$\\
1.00 & 0.689 & $-2.24$\\
2.00 & 0.439 & $-2.86$\\
2.70 & 0.333 & $-2.93$\\
3.50 & 0.253 & $-2.88$
\end{tabular}
\end{center}

The extremum is flat. With $u=n/n_m$ we have $x=2u^{3/2}$, hence $\Delta\phi/\Delta\phi_m=3u/(1+2u^{3/2})$. Setting $u=e^{\epsilon}$ and expanding the logarithm to second order in $\epsilon$,
\begin{equation}
\ln\frac{\Delta\phi}{\Delta\phi_m}
=\epsilon-\ln\frac{1+2e^{3\epsilon/2}}{3}
\approx\epsilon-\left(\epsilon+\frac{\epsilon^2}{4}\right)=-\frac{\epsilon^2}{4}.
\end{equation}
The quadratic coefficient is half the second derivative of the logarithm, $\tfrac12\cdot\tfrac94\cdot\tfrac{2}{9}=\tfrac14$. At $3.5\ \mathrm{nm^{-2}}$, $\epsilon=0.26$ and the predicted loss is 1.7\%, in line with the table. In this model the depth of the minimum is therefore well defined, while its position is hard to read from a curve with some scatter.

\section{Comparison of estimate and solution}

The estimated coverage, 1.5 nm$^{-2}$, is 45\% below the model's 2.70 nm$^{-2}$. The ratio of the two has two sources:
\begin{equation}
\frac{n_m}{n_{\rm est}}=2^{2/3}\left(\frac{11.1}{9.03}\right)^{2/3}
\approx1.59\times1.15\approx1.8 .
\end{equation}
The larger factor comes from placing the extremum at $x=1$ instead of $x=2$, the smaller from the smeared lattice. The estimated depth, $-2.4$ eV, is 18\% too small in magnitude. It is better than the coverage because the errors partly cancel: the coverage is too low and the retained moment, one half instead of one third, too high.

The crossing condition $x=1$ marks where the dipoles have lost half their bare moment. The extremum comes later, where they weaken as fast as their number grows. The product $np$ is stationary when
\begin{equation}
\frac{d\ln p}{d\ln n}=-1 .
\label{balance}
\end{equation}
At $x=1$, Eq.~\eqref{moment} gives $d\ln p/d\ln n=-\tfrac32x/(1+x)=-\tfrac34$, so adding atoms still pays.

\section{What fixes the fraction}

Let the depolarising field be $-G(n)p$ with a general coupling $G$, so that $p=p_0/(1+\alpha G)$. Define the local exponent $s=d\ln G/d\ln n$. Condition \eqref{balance} becomes
\begin{equation}
\frac{s\,\alpha G}{1+\alpha G}=1
\quad\Longrightarrow\quad
\alpha G=\frac{1}{s-1},\qquad \frac{p}{p_0}=\frac{s-1}{s}.
\label{general}
\end{equation}
The quantity $\alpha G/(1+\alpha G)$ is the fraction of the bare moment that has been lost, and at a stationary point it equals $1/s$. The inverse-cube law on a uniformly contracting plane lattice has $s=3/2$: two thirds are lost and one third remains. The lattice type enters through $S$ and does not affect the fraction.

\subsection{A case without an extremum}

Suppose instead that adatoms occupy fixed sites of spacing $b$ at random, with probability $\theta=nb^2$. In mean field, where each dipole feels the average field, the coupling is $G=S\theta/b^3=Sn/b$. Then $s=1$, and Eq.~\eqref{general} has no solution. Explicitly, $|\Delta\phi|\propto n/(1+\alpha Sn/b)$ rises at every coverage. Within this model, what produces the extremum is the shrinking distance between neighbours. Depolarisation at fixed distances, treated in mean field, merely bends the curve.

\subsection{Images of the neighbours}

Let the dipoles stand at height $h$ above the image plane. Each neighbour at lateral distance $\rho$ then acts together with a parallel image at vertical distance $z=2h$ below the adatom layer. The image adds to the depolarising coupling
\begin{equation}
\frac{1}{R^3}-\frac{3z^2}{R^5}=\frac{\rho^2-2z^2}{(\rho^2+z^2)^{5/2}},
\qquad R^2=\rho^2+z^2 .
\end{equation}
For $h\to0$ this is $1/\rho^3$, and the whole coupling doubles. The exponent is unchanged, so the one third survives while the coverage drops by $2^{2/3}$, to 1.70 nm$^{-2}$.

At finite height the fraction changes. Relative to $1/\rho^3$, the image term is $w(t)=(1-2t^2)/(1+t^2)^{5/2}$ with $t=z/\rho$. Its derivative has the sign of $6t^2-9$, so $w$ falls with $t$ as long as $t<1.22$. Contraction at fixed $h$ raises every $t$. While even the nearest neighbours have $t<1.22$, as at all heights and coverages used here, every image term weakens, so $G$ grows more slowly than $n^{3/2}$, and $s<3/2$. By Eq.~\eqref{general} the dipoles must then lose more than two thirds.

For a rough height of 0.2 nm, with $p_0$ and $\alpha$ held fixed, the lattice sums give an extremum at 3.21 nm$^{-2}$ with $\Delta\phi=-2.31$ eV. There $s=1.284$ and $p/p_0=0.221$, in agreement with $(s-1)/s$. The result depends on the height: 0.15 nm gives 2.7 nm$^{-2}$ and $-2.1$ eV, 0.25 nm gives 3.3 nm$^{-2}$ and $-2.5$ eV. At 0.2 nm the extremum moves to higher coverage although the images of distant neighbours strengthen the depolarisation. The reason is the smaller exponent, which requires $\alpha G=1/0.284=3.5$ instead of 2. The nearest neighbours' images have practically no effect there: $\rho^2=1/3.21=0.312\ \mathrm{nm^2}$ is close to $2z^2=0.320\ \mathrm{nm^2}$.

\section{Is the lattice of equal dipoles stable?}

Equal moments solve the equations, but the solution is useful only if small deviations do not grow. The test here concerns the moments, with the positions held fixed. Dipoles free to move would prefer the hexagonal lattice, whose sum at equal density is lower, 8.893 instead of 9.034. That would raise $n_m$ by 1\% and leave the fraction at one third. For a pattern of normal moments with lattice sum $\lambda$ in place of $S$, the response to a weak field of the same pattern is proportional to $1/(1+\alpha\lambda n^{3/2})$. It diverges when $-\alpha\lambda n^{3/2}$, the load, reaches one. In the periodic cell the lowest $\lambda$ is $-2.646$ and belongs to the checkerboard of alternating signs. At $x=2$ its load is $2\times2.646/9.034=0.586$, so the normal response is stable at the extremum.

In-plane moments are more delicate. A dipole along $x$ produces the parallel field $p(3x^2/r^5-1/r^3)$. For a uniform pattern the square symmetry replaces $x^2$ by $r^2/2$ in the sum, which becomes $S/2$, and this field enhances the moments. If $\alpha$ is isotropic and the sheet stands free, the moments sustain themselves when $\alpha(S/2)n^{3/2}=1$. That is $x=2$, the coverage of the extremum. A striped pattern, with rows along $x$ of alternating sign, has the larger sum 5.099. Its load at $x=2$ is 1.13, so it fails earlier, at $x=2/1.13=1.8$. A free-standing sheet of isotropic polarisable points would thus be unstable before its extremum.

The model therefore needs a weak in-plane response. The metal helps, because the image of an in-plane dipole is antiparallel. At the extremum with images, 3.21 nm$^{-2}$, the free-sheet loads would be 1.30 (uniform) and 1.46 (striped). The neighbours' images lower them to 0.83 and 0.96. Both patterns are then stable, the striped one by a narrow margin. This depends on the assumed height: at the extremum for 0.25 nm both loads exceed one. These values assume the same $\alpha$ in all directions. For an isotropic point dipole with a finite response to its own image, that image, which is counted in $\alpha$, raises the normal response more than the in-plane one. With the normal value kept at $0.05\ \mathrm{nm^3}$, the in-plane loads would then be lower. This argument cannot start from a free caesium atom at $h=0.2$ nm: its polarisability, about $0.06\ \mathrm{nm^3}$, exceeds $4h^3=0.032\ \mathrm{nm^3}$, the value at which the normal response of a point dipole to its own image diverges.

\section{The model beside caesium on tungsten}

The parameters are round values in the regime of caesium on tungsten, a system used to obtain low work functions for electron emission. They are roughly typical and were chosen to give a lowering of a few eV, so the size of $\Delta\phi_m$ is no evidence for the model. One of its weak assumptions here is the point dipole, at a spacing little more than twice the atomic radius. Another is that $p_0$ and $\alpha$ stay fixed. The depolarising field at the basic extremum is
\begin{equation}
\frac{k}{e^2}\,\frac{(2/3)p_0}{\alpha}
=\frac{1.44\times0.12}{0.05}\ \mathrm{V/nm}=3.5\ \mathrm{V/nm}.
\end{equation}
Across a rough atomic radius of 0.26 nm it changes the energy of an electron by 0.90 eV. That is a sizeable part of the energy that binds the outer electron of a free caesium atom, roughly 4 eV, so charge transfer and polarisability should be expected to change with coverage. The present model cannot say by how much this moves $\Delta\phi_m$. The neighbours' images, which it can treat, reduce the lowering from 2.93 to 2.31 eV at the assumed height.

The assumed order is also not guaranteed. The repulsion of two neighbours at the basic extremum, $kp^2/(e^2a^3)$, is 23 meV, slightly less than the thermal energy of 26 meV at 300 K, and hot emitters are less favourable still. At this ratio the repulsion alone leaves a liquid-like layer, so a regular lattice would need the help of the substrate. Small disorder matters little: random displacements of 5\% of the spacing in each coordinate, at fixed coverage, change $\Delta\phi$ to $-2.91$ eV, or by 0.7\% of its value. Random occupation of fixed sites is a stronger departure, since in mean field it removes the extremum.

For data, the model offers a comparison that needs neither $p_0$ nor $\alpha$. Extend the initial slope of $\Delta\phi(n)$ to the coverage of the extremum. The observed change there should be one third of the extended line. The slope must come from very low coverage. In the model itself, a line from the origin through the table's first point, at 0.50 nm$^{-2}$, would give $0.333/0.862=0.39$ instead of one third. An error in the position of the flat extremum also shifts the ratio. A deviation beyond such reading errors means that at least one assumption fails, for example fixed $p_0$ and $\alpha$, uniform contraction, or a coupling that grows as $n^{3/2}$. A ratio of one third does not prove them all, since deviations may compensate. The numerical output below lists most of the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Coulomb constant k = 1.43996 eV nm
bare dipole p0 = 0.18 e nm
polarisability volume alpha = 0.050 nm^3
clean work function (rough) = 4.5 eV
closest adatom spacing (rough) = 0.52 nm
densest square coverage = 3.70 nm^-2
S closed form = 9.03362, explicit sum = 9.03362
potential step, one side / (n p) = 6.2768
2 pi for comparison = 6.2832
-- extremum --
coverage: formula 2.6965, search 2.6965 nm^-2
coverage in other unit = 2.696e+14 cm^-2
spacing a_m = 0.6090 nm
p/p0 from search = 0.33333
dipole at extremum = 0.060 e nm
dphi: formula -2.9276, search -2.9276 eV
undepolarised dphi there = -8.783 eV
remaining work function = 1.57 eV
-- table: n (nm^-2), p/p0, dphi (eV), from the cell --
0.500  0.8623  -1.404
1.000  0.6889  -2.244
2.000  0.4391  -2.860
2.696  0.3333  -2.928
3.500  0.2527  -2.881
-- stability (1 = catastrophe) --
checkerboard normal sum = -2.6459
checkerboard load at extremum = 0.586
in-plane sums: uniform 4.5168, stripe 5.0989
uniform in-plane load, free sheet = 1.0000
striped in-plane load, free sheet = 1.129
-- neighbour images --
dipole height (rough) = 0.20 nm
coverage at extremum = 3.206 nm^-2
dphi at extremum = -2.310 eV
local exponent s = 1.2840
p/p0 = 0.2212, (s-1)/s = 0.2212
in-plane loads: uniform 0.832, stripe 0.964
zero height: n = 1.699 nm^-2, p/p0 = 0.33333
-- other neglected effects at the basic extremum --
depolarising field = 3.456 V/nm
atomic radius (rough) = 0.26 nm
field energy across radius = 0.90 eV
neighbour repulsion p^2/a^3 = 23.0 meV
kT at 300 K = 25.9 meV
displacement per coordinate = 5 % of spacing
dphi with displacements = -2.908 eV
relative change = -0.67 %
\end{verbatim}
